# Elliott Absorption at a Direct Gap: Exciton Lines and Sommerfeld Continuum, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the optical transition to the exciton lines

### The decision and the formula

Anyone computing absorption near a direct gap must decide whether a joint density of states is enough, or whether the attraction between the electron and the hole has to be included. Without the attraction, a dipole-allowed edge starts from zero as the square root of the excess energy. With it, there are lines below the gap, and absorption starts from a nonzero value just above. The difference is largest where a gap is read from a spectrum: a square-root fit there uses the wrong function.

For two isotropic parabolic bands with a Coulomb attraction, the absorption coefficient is

$$\alpha(\omega)=K(\omega)F(\Delta),\qquad
K=\frac{2\pi e^2|p_{cv}|^2}{\varepsilon_0n_rc\,m_0^2\omega\,a^3R},\qquad
\Delta=\frac{\hbar\omega-E_g}{R},$$

$$F(\Delta)=\sum_{n=1}^{\infty}\frac{\delta(\Delta+1/n^2)}{\pi n^3}
+\frac{\theta(\Delta)}{2\pi\left(1-e^{-2\pi/\sqrt\Delta}\right)}.$$

Here $a$ and $R$ are the exciton Bohr radius and Rydberg, $n_r$ is the refractive index, $m_0$ the free-electron mass, and $p_{cv}$ the interband momentum element along the light polarization. SI units are used, with $e>0$.

A set of sharp lines cannot equal a smooth continuum point by point. The quantity that joins continuously is the strength per unit energy, averaged over intervals that contain many lines, or after broadening. It approaches $1/(2\pi)$ from both sides of the gap; for a broadened spectrum this holds in the limit of small width.

### Absorbed power and its prefactor

Let the light be a uniform vector potential $A_0\cos\omega t$ along a unit vector. Neglecting its spatial variation means neglecting the photon momentum. The electric field is $-\partial A/\partial t$, so its amplitude is $E_0=\omega A_0$. For electrons of charge $-e$ in a local crystal potential, expanding $(p+eA)^2/(2m_0)$ gives the coupling

$$H'=\frac{eA_0}{2m_0}P\left(e^{-i\omega t}+e^{i\omega t}\right),$$

where $P$ is the total electron momentum along the polarization. The term in $A^2$ is the same number for every state with a given number of electrons and causes no transition.

The part with $e^{-i\omega t}$ absorbs a photon. For excited states $|\lambda\rangle$ with energy $E_\lambda$ above the ground state $|0\rangle$, the golden rule gives the transition rate

$$w=\frac{2\pi}{\hbar}\left(\frac{eA_0}{2m_0}\right)^2
\sum_\lambda|\langle\lambda|P|0\rangle|^2\delta(E_\lambda-\hbar\omega).$$

Multiplication by $\hbar\omega/V$ gives the power absorbed per unit volume:

$$\frac{\hbar\omega w}{V}=\frac{\pi\omega e^2A_0^2}{2m_0^2V}
\sum_\lambda|\langle\lambda|P|0\rangle|^2\delta(E_\lambda-\hbar\omega).$$

The same power follows from the dielectric function $\varepsilon_1+i\varepsilon_2$. The polarization current has complex amplitude $-i\omega\varepsilon_0(\varepsilon_1-1+i\varepsilon_2)E_0$. Half the real part of its product with $E_0$ is the mean dissipated power, $\omega\varepsilon_0\varepsilon_2E_0^2/2$. Setting the two expressions equal and using $E_0^2=\omega^2A_0^2$ yields

$$\varepsilon_2=\frac{\pi e^2}{\varepsilon_0m_0^2\omega^2V}
\sum_\lambda|\langle\lambda|P|0\rangle|^2\delta(E_\lambda-\hbar\omega).$$

The light intensity is $n_rc\varepsilon_0E_0^2/2$, where $n_r$ is the real part of the complex index $\sqrt{\varepsilon_1+i\varepsilon_2}$ at the frequency $\omega$. Treating $n_r$ as a constant background value is a further approximation, which requires $\varepsilon_2\ll n_r^2$. Dividing absorbed power density by intensity gives $\alpha=\omega\varepsilon_2/(n_rc)$. One power of $1/\omega$ therefore remains in $\alpha$.

### Why the excited electron is attracted to the hole

Take the ground state to be a full valence band and an empty conduction band. First consider one spin direction. The operators $c_{\mathbf k}^\dagger$ and $v_{\mathbf k}$ add a conduction electron and remove a valence electron. The model retains the direct screened repulsion between conduction and valence electrons,

$$H_{cv}=\frac1V\sum_{\mathbf k\mathbf k'\mathbf q}W_{\mathbf q}
c_{\mathbf k+\mathbf q}^\dagger c_{\mathbf k}
v_{\mathbf k'-\mathbf q}^\dagger v_{\mathbf k'},\qquad
W_{\mathbf q}=\frac{e^2}{\varepsilon_0\varepsilon_rq^2}.$$

Three approximations enter: static screening, Bloch-function overlaps set to one at small $q$, and no electron-hole exchange. Other interactions are taken to be contained in the band energies $E_c$ and $E_v$. Mixing of electron-hole pairs into the ground state is neglected.

The sign of the attraction comes from the fermion commutator

$$[v_{\mathbf p}^\dagger v_{\mathbf p'},v_{\mathbf l}]
=-\delta_{\mathbf p\mathbf l}v_{\mathbf p'}.$$

It follows from $v_{\mathbf p}^\dagger v_{\mathbf p'}v_{\mathbf l}
=-v_{\mathbf p}^\dagger v_{\mathbf l}v_{\mathbf p'}$ and
$v_{\mathbf p}^\dagger v_{\mathbf l}=\delta_{\mathbf p\mathbf l}-v_{\mathbf l}v_{\mathbf p}^\dagger$. Applied to the band energy, it shows that removing a valence electron costs $-E_v$. Applied to $H_{cv}$, it changes the repulsion $+W$ into $-W$. What remains is the repulsion from the complete valence band. This is uniform, and is compensated by the positive background or included in $E_c$.

The interaction moves the electron and the missing electron by the same $\mathbf q$, so the difference of their wave vectors is conserved. Uniform light acts as

$$P|0\rangle=\sum_{\mathbf k}p_{cv}c_{\mathbf k}^\dagger v_{\mathbf k}|0\rangle,$$

with $p_{cv}$ taken independent of $\mathbf k$. Light therefore reaches states in which this difference is zero:

$$|\lambda\rangle=\sum_{\mathbf k}\phi_\lambda(\mathbf k)
c_{\mathbf k}^\dagger v_{\mathbf k}|0\rangle,\qquad
\sum_{\mathbf k}|\phi_\lambda(\mathbf k)|^2=1.$$

Their amplitudes satisfy

$$[E_c(\mathbf k)-E_v(\mathbf k)]\phi_\lambda(\mathbf k)
-\frac1V\sum_{\mathbf q}W_{\mathbf q}\phi_\lambda(\mathbf k-\mathbf q)
=E_\lambda\phi_\lambda(\mathbf k).$$

For parabolic bands the first bracket is $E_g+\hbar^2k^2/(2\mu)$, where $1/\mu=1/m_e+1/m_h$. Define the relative wavefunction by

$$\phi_\lambda(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf k}
\phi_\lambda(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.$$

It is normalized to one in the volume $V$. Multiplying the amplitude equation by $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ and summing turns $k^2$ into $-\nabla^2$ and the convolution into a product:

$$\left[-\frac{\hbar^2}{2\mu}\nabla^2
-\frac{e^2}{4\pi\varepsilon_0\varepsilon_rr}\right]\phi_\lambda(\mathbf r)
=(E_\lambda-E_g)\phi_\lambda(\mathbf r).$$

The numerical check tests the corresponding reduction, including the sign of the attraction, on a small two-band ring in the full space of electron occupations.

### Optical strength is contact probability

The transition matrix element is the sum of all pair amplitudes:

$$\langle\lambda|P|0\rangle=p_{cv}\sum_{\mathbf k}\phi_\lambda^*(\mathbf k)
=\sqrt V\,p_{cv}\phi_\lambda^*(0).$$

The last equality is the definition of $\phi_\lambda(\mathbf r)$ at $\mathbf r=0$. Light creates the electron and the hole at the same place on the scale of the envelope, so strength is proportional to the probability density for finding them together. The factor $V$ cancels the $1/V$ in $\varepsilon_2$.

There are two spin channels with the same equation and the same strength. Their sum supplies a factor of two:

$$\varepsilon_2=\frac{2\pi e^2|p_{cv}|^2}{\varepsilon_0m_0^2\omega^2}
\sum_\lambda|\phi_\lambda(0)|^2\delta(E_\lambda-\hbar\omega).$$

From here $\lambda$ labels orbital states, since spin has been counted.

Set

$$a=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{\mu e^2},\qquad
R=\frac{\hbar^2}{2\mu a^2}.$$

Then $e^2/(4\pi\varepsilon_0\varepsilon_r)=\hbar^2/(\mu a)=2Ra$. With lengths in $a$ and energies in $R$ measured from the gap, the pair equation becomes

$$\left(-\nabla^2-\frac2r\right)\phi=E\phi.$$

Changing units multiplies $|\phi(0)|^2$ by $a^{-3}$ and the energy delta function by $R^{-1}$. These factors give $K(\omega)$, and what remains to be found is

$$F(\Delta)=\sum_\lambda|\phi_\lambda(0)|^2\delta(\Delta-E_\lambda)$$

in scaled units.

### A radial equation without special functions

States with angular momentum $l>0$ vanish as $r^l$ at the origin and carry no strength here. For an $s$ state write $\phi=u(r)/(\sqrt{4\pi}\,r)$. Then

$$u''+\left(E+\frac2r\right)u=0,\qquad u(0)=0.$$

A nonzero $u(0)$ would give $\phi$ a $1/r$ singularity, whose Laplacian contains a delta function that nothing else in the equation cancels. Choose the scale $u'(0)=1$. Since $u/r\to1$ at the origin, a normalizable state has

$$|\phi(0)|^2=\frac1{4\pi\int_0^\infty u^2dr}.$$

The task is now to find a norm. Multiply the radial equation by $r$, and define $U(s)=\int_0^\infty e^{-sr}u(r)\,dr$. The transform of $u''$ is $s^2U-1$, because $u(0)=0$ and $u'(0)=1$. A factor $r$ becomes $-d/ds$. Therefore

$$-\frac{d}{ds}(s^2U-1)-E\frac{dU}{ds}+2U=0,$$

or

$$(s^2+E)U'+2(s-1)U=0.$$

At large $s$ the transform samples small $r$, where $u\simeq r$, so $U\to1/s^2$. Division by $(s^2+E)U$ gives

$$\frac{U'}U=-\frac{2s}{s^2+E}+\frac2{s^2+E}.$$

The first term integrates to $-\ln(s^2+E)$. The second distinguishes bound from unbound motion.

### Line positions and the law $1/n^3$

For a bound state put $E=-\kappa^2$ and $\nu=1/\kappa$, with $\kappa>0$. The integral of the second term that vanishes at large $s$ is

$$\int\frac{2\,ds}{s^2-\kappa^2}
=\nu\ln\frac{s-\kappa}{s+\kappa}.$$

Combining it with $1/[(s-\kappa)(s+\kappa)]$ gives

$$U(s)=\frac{(s-\kappa)^{\nu-1}}{(s+\kappa)^{\nu+1}}.$$

If $u$ is square-integrable, its Laplace transform is analytic for every $\operatorname{Re}s>0$. The factor $(s-\kappa)^{\nu-1}$ must then be analytic at $s=\kappa$, which requires $\nu-1$ to be a nonnegative integer. Hence $\nu=n=1,2,\ldots$ and

$$E_n=-\frac1{n^2}.$$

Conversely, for $\nu=n$ the one remaining singularity is a pole at $s=-\kappa$. The function $u$ is then a polynomial times $e^{-r/n}$ and is normalizable. There is no bound state at $E=0$: there $U=e^{-2/s}/s^2$, whose squared modulus on the imaginary axis is $1/y^4$ and cannot be integrated through $y=0$, as a finite norm would require.

The norm follows from Parseval's theorem on $s=iy$. The numbers $iy-\kappa$ and $iy+\kappa$ have equal modulus $\sqrt{y^2+\kappa^2}$. Their powers combine to $|U(iy)|^2=(y^2+\kappa^2)^{-2}$, so all dependence on the polynomial has gone:

$$\int_0^\infty u^2dr
=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{dy}{(y^2+\kappa^2)^2}.$$

With $y=\kappa\tan\theta$ the integral over $y$ becomes $\kappa^{-3}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi/(2\kappa^3)$. Thus

$$\int_0^\infty u^2dr=\frac1{4\kappa^3}=\frac{n^3}{4},\qquad
|\phi_n(0)|^2=\frac1{\pi n^3}.$$

For equal slope at the origin, higher states have a larger norm for two reasons. They extend farther, out to about the classical turning point $r=2n^2$, where $E_n+2/r=0$. Their amplitude is also larger: in the allowed region the mean of $u^2$ varies inversely with the local wave number $\sqrt{E_n+2/r}$, which is of order $1/n$ over most of that range. An extent of order $n^2$ times a mean $u^2$ of order $n$ gives $n^3$. Normalizing them reduces their probability at contact. There are $n^2$ orbital states at each energy, but one $s$ state, so the degeneracy adds no further factor.

A direct numerical solution gives strengths $0.3183$, $0.0398$ and $0.0118$ for the first three lines. The tests compare the first five energies and strengths with these laws, to a relative tolerance of $10^{-5}$.

## 2. The continuum, the gap and the implemented spectrum

### Symbols and results carried forward

Lengths are in exciton Bohr radii $a$, energies in exciton Rydbergs $R$, and $\Delta$ is photon energy minus gap. Absorption is $\alpha=KF$, where $F$ is the contact density $|\phi(0)|^2$ per unit energy. The radial function $u$ has $u(0)=0$ and $u'(0)=1$. Its Laplace transform obeys $(s^2+E)U'+2(s-1)U=0$ and approaches $1/s^2$ at large $s$. Bound lines lie at $-1/n^2$ with strengths $1/(\pi n^3)$.

### The amplitude of an unbound pair

Above the gap set $E=\Delta=k^2$ and $\eta=1/k$. Replacing $\kappa$ by $ik$ in the integration for bound states, and hence $\nu$ by $-i\eta$, gives

$$U(s)=(s-ik)^{-1-i\eta}(s+ik)^{-1+i\eta}.$$

Both powers use logarithms that are real for large positive $s$, apart from terms that vanish there, with branch cuts running left from $\pm ik$. For positive $s$ the two phases combine to give the real expression

$$U(s)=\frac{\exp[-(2/k)\arctan(k/s)]}{s^2+k^2}.$$

At large $r$, the inverse transform is governed by its rightmost singularities, $s=\pm ik$. This follows by moving the inversion contour left and wrapping it around the two cuts, along which $e^{sr}$ decays. Near $s=ik$, the second factor can be evaluated at $s+ik=2ik=2ke^{i\pi/2}$:

$$(2ik)^{-1+i\eta}=\frac{(2k)^{i\eta}e^{-\pi\eta/2}}{2ik}.$$

The real exponential arises because $i\eta$ multiplies the phase $i\pi/2$. The first factor is inverted using

$$\int_0^\infty e^{-sr}e^{ikr}r^{i\eta}dr
=\Gamma(1+i\eta)(s-ik)^{-1-i\eta}.$$

The singularity at $s=-ik$ gives the complex conjugate. Adding the two contributions,

$$u(r)\simeq A\sin\!\left[kr+\eta\ln(2kr)-\arg\Gamma(1+i\eta)\right],$$

$$A=\frac{e^{-\pi\eta/2}}{k|\Gamma(1+i\eta)|}.$$

Later terms in the expansion around each singularity are smaller by powers of $1/r$. The logarithm in the phase records the long range of the Coulomb attraction. It does not change the amplitude.

The reflection formula $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$, at $z=i\eta$, gives $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$. Therefore

$$k^2A^2=e^{-\pi\eta}\frac{\sinh\pi\eta}{\pi\eta}
=\frac{1-e^{-2\pi\eta}}{2\pi\eta}.$$

A free pair with unit slope has $u=\sin(kr)/k$, hence amplitude $1/k$. Once both waves are normalized to the same amplitude far away, their contact probabilities have the ratio

$$S=\frac1{k^2A^2}=\frac{2\pi/k}{1-e^{-2\pi/k}}.$$

This is the Sommerfeld factor. Attraction concentrates the wave near contact, and does so most strongly for slow pairs.

We have reduced the absorption to the probability of finding the electron and hole together, and found the positions and strengths of the bound lines and the Sommerfeld factor for unbound pairs. It remains to count the continuum states, show how the lines join the continuum at the gap, and apply the formula to a worked spectrum and examine its limits.
